# Correlated errors in imaginary-time data and the full chi-squared: a numerical check

```python
"""Errors of an imaginary-time correlation function are correlated.

Result under test: for a harmonic path integral the estimates
g_l = (1/P) sum_j x_j x_(j+l) from one path have covariance
(H_(l-m) + H_(l+m)) / P, with H_n = sum_j G_j G_(j+n) and G_l = <g_l>.
Chi-squared needs the inverse of this full matrix. A covariance estimated
from B bins has rank at most B-1, and for Gaussian bins the resulting
chi-squared (called T2) follows a scaled F distribution.
P: slices, dt: slice width, beta = P*dt, p: number of distinct times.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import solve_triangular
from scipy.stats import chi2, f as f_dist

rng = np.random.default_rng(12345)
mass, omega, P, beta = 1.0, 1.0, 32, 8.0
dt, half = beta / P, beta / 2
p = P // 2 + 1
tau = dt * np.arange(p)
n_paths, n_bins = 80000, 400
per_bin = n_paths // n_bins


def green(slices, step):
    """Gap of the discretized path and its exact correlation function."""
    gap = np.arccosh(1 + 0.5 * (omega * step) ** 2) / step
    t, h = step * np.arange(slices), slices * step / 2
    norm = 2 * mass * np.sinh(gap * step) * np.sinh(gap * h)
    return gap, step * np.cosh(gap * (h - t)) / norm


def path_covariance(G, count):
    """Covariance of g_l and g_m for a single path, l, m < count."""
    n = len(G)
    H = np.array([G @ np.roll(G, -s) for s in range(n)])
    l, m = np.indices((count, count))
    return (H[(l - m) % n] + H[(l + m) % n]) / n


gap, G_all = green(P, dt)
G = G_all[:p]
C1 = path_covariance(G_all, p)
C = C1 / n_paths
sigma = np.sqrt(np.diag(C))
R = C / np.outer(sigma, sigma)

# Correlation function against direct inversion of the action matrix
eye = np.eye(P)
K = mass / dt * (2 * eye - np.roll(eye, 1, 0) - np.roll(eye, -1, 0))
K += mass * dt * omega**2 * eye
assert np.allclose(np.linalg.inv(K)[0], G_all, rtol=1e-10)

# Paths drawn from exp(-x.K.x/2), estimator evaluated from its definition
L = np.linalg.cholesky(K)
x = solve_triangular(L.T, rng.standard_normal((P, n_paths)), lower=False)
g = np.array([(x * np.roll(x, -l, axis=0)).mean(0) for l in range(P)])
assert np.all(np.abs(g[:p].mean(1) - G) < 5 * sigma)
scale = np.sqrt(np.outer(np.diag(C1), np.diag(C1)))
assert np.max(np.abs(np.cov(g[:p]) - C1) / scale) < 0.07
bins = g.reshape(P, n_bins, per_bin).mean(2).T
R_bins = np.corrcoef(bins[:, :p].T)

# Low-temperature, small-step law for the correlation coefficient
C_long = path_covariance(green(800, 0.05)[1], 401)
for shift in (5, 20, 60):
    a, b = 200, 200 + shift
    r = C_long[a, b] / np.sqrt(C_long[a, a] * C_long[b, b])
    s = omega * 0.05 * shift
    assert abs(r - (1 + s) * np.exp(-s)) < 2e-3

# Exact sampler of averages over many paths: Fourier powers are chi-squared
k = np.arange(p)
theta = 2 * np.pi * k / P
power = 1 / (mass * ((2 - 2 * np.cos(theta)) / dt + dt * omega**2))
copies = np.where((k == 0) | (k == P // 2), 1, 2)
cos_table = np.cos(np.outer(theta, k))


def sample_means(shape, paths):
    dof = copies * paths
    u = rng.chisquare(dof, size=(*shape, p)) / dof
    return (u * power * copies) @ cos_table / P


data = sample_means((20000,), n_paths)
delta = data - G
assert np.max(np.abs(np.cov(data.T) - C) / np.outer(sigma, sigma)) < 0.06

# Chi-squared of the exact curve, diagonal and full
C_inv = np.linalg.inv(C)
chi_diag = np.sum((delta / sigma) ** 2, axis=1)
chi_full = np.sum((delta @ C_inv) * delta, axis=1)
var_diag = 2 * np.trace(R @ R)
assert abs(chi_diag.mean() / p - 1) < 0.05
assert abs(chi_diag.var() / var_diag - 1) < 0.12
assert abs(chi_full.mean() / p - 1) < 0.02
assert abs(chi_full.var() / (2 * p) - 1) < 0.08
low, high = chi2.ppf([0.05, 0.95], p)

# Two equally large deviations, one smooth and one alternating
smooth = 0.5 * sigma
zigzag = smooth * (-1.0) ** k
full_smooth, full_zigzag = smooth @ C_inv @ smooth, zigzag @ C_inv @ zigzag
same_diag = np.sum((smooth / sigma) ** 2)
assert full_smooth < same_diag < full_zigzag

# Derived quantities: independence errs in both directions
w_sus = dt * copies
i1 = int(round(1.0 / dt))
w_gap = np.zeros(p)
w_gap[i1], w_gap[i1 + 1] = 1 / (dt * G[i1]), -1 / (dt * G[i1 + 1])
sus_claim, gap_claim = (np.sqrt(np.sum((w * sigma) ** 2))
                        for w in (w_sus, w_gap))
sus_true, gap_true = (np.sqrt(w @ C @ w) for w in (w_sus, w_gap))
eff_gap = np.log(data[:, i1] / data[:, i1 + 1]) / dt
assert abs((data @ w_sus).std() / sus_true - 1) < 0.04
assert abs(eff_gap.std() / gap_true - 1) < 0.04
assert sus_claim < sus_true and gap_claim > gap_true


# Fit of A*cosh(E*(beta/2-tau))/cosh(E*beta/2)
def model(A, E):
    s = half - tau
    c = np.cosh(E * s) / np.cosh(E * half)
    dE = A * c * (s * np.tanh(E * s) - half * np.tanh(E * half))
    return A * c, np.stack([c + 0 * A, dE], axis=-1)


def fit(sets, weight):
    par = np.tile([G[0], gap], (len(sets), 1))
    for _ in range(12):
        y, J = model(par[:, :1], par[:, 1:])
        JW = np.einsum('tni,nm->tim', J, weight)
        step = np.linalg.solve(JW @ J, JW @ (sets - y)[..., None])[..., 0]
        par = par + step
    assert np.max(np.abs(step)) < 1e-6
    return par


J0 = model(np.array([[G[0]]]), np.array([[gap]]))[1][0]
D_inv = np.diag(1 / sigma**2)
cov_claim = np.linalg.inv(J0.T @ D_inv @ J0)
gain = cov_claim @ J0.T @ D_inv
err_claim = np.sqrt(np.diag(cov_claim))
err_true = np.sqrt(np.diag(gain @ C @ gain.T))
err_full = np.sqrt(np.diag(np.linalg.inv(J0.T @ C_inv @ J0)))
fit_diag, fit_full = fit(data[:4000], D_inv), fit(data[:4000], C_inv)
assert np.all(np.abs(fit_diag.std(0) / err_true - 1) < 0.07)
assert np.all(np.abs(fit_full.std(0) / err_full - 1) < 0.07)
assert np.all(err_full <= err_true * (1 + 1e-9))


# Rank of covariance matrices estimated from real path bins
def rank(sample):
    ev = np.linalg.eigvalsh(np.cov(sample.T))
    return int(np.sum(ev > 1e-12 * ev[-1]))


ranks = {b: rank(bins[:b, :p]) for b in (10, 17, 18, 400)}
assert all(r == min(p, b - 1) for b, r in ranks.items())
rank_mirror = rank(bins)
assert rank_mirror == p

# A direction with no sampled error in ten bins, checked on unused bins
ev, vec = np.linalg.eigh(np.cov(bins[:10, :p].T))
null = vec[:, ev < 1e-12 * ev[-1]]
hidden_var, mix = np.linalg.eigh(null.T @ C1 @ null / per_bin)
v = null @ mix[:, -1]
hidden = np.sqrt(hidden_var[-1])
seen = (bins[:10, :p] @ v).std(ddof=1)
fresh = (bins[10:, :p] @ v).std(ddof=1)
assert seen < 1e-6 * hidden and abs(fresh / hidden - 1) < 0.2

# Chi-squared with an estimated covariance, same total number of paths
t2_rows = []
for b in (20, 40, 200):
    sets = sample_means((2000, b), n_paths // b)
    mean = sets.mean(1)
    dev = sets - mean[:, None, :]
    S = dev.transpose(0, 2, 1) @ dev / (b - 1)
    d = (mean - G)[..., None]
    T2 = b * np.sum(d * np.linalg.solve(S, d), axis=(1, 2))
    expected = p * (b - 1) / (b - p - 2)
    reject = f_dist.sf(high * (b - p) / (p * (b - 1)), p, b - p)
    assert abs(np.mean(T2 > high) - reject) < 0.05
    if b > p + 4:  # the variance of T2 is finite only here
        assert abs(T2.mean() / expected - 1) < 0.07
    t2_rows.append((b, expected, np.median(T2), reject, np.mean(T2 > high)))

print(f"mass {mass:.1f} m_e, omega {omega:.1f} Hartree, beta {beta:.1f} 1/Hartree")
print(f"slices {P}, step {dt:.2f} 1/Hartree, distinct times {p}")
print(f"paths {n_paths}, bins {n_bins}, paths per bin {per_bin}")
print(f"exact gap of discretized path {gap:.6f} Hartree")
print("tau (1/Hartree), exact G, sampled G, exact std error (bohr^2):")
for i in (0, 4, 8, 16):
    print(f"  {tau[i]:.2f} {G[i]:.6f} {g[i].mean():.6f} {sigma[i]:.6f}")
print("correlation coefficient of errors at tau=1 and tau': exact, from bins")
for i in (5, 8, 12, 16):
    print(f"  tau'={tau[i]:.2f} 1/Hartree: {R[4, i]:.4f} {R_bins[4, i]:.4f}")
eig_R = np.linalg.eigvalsh(R)
print(f"correlation matrix eigenvalues: max {eig_R[-1]:.3f}, min {eig_R[0]:.3e}")
print(f"p^2/Tr(R^2) = {p**2 / np.trace(R @ R):.3f}")
print(f"diagonal chi2: mean {chi_diag.mean():.2f}, variance {chi_diag.var():.1f}"
      f", predicted variance {var_diag:.1f}")
print(f"full chi2: mean {chi_full.mean():.2f}, variance {chi_full.var():.1f}"
      f", predicted variance {2 * p}")
print(f"nominal 5% and 95% points of chi2: {low:.2f}, {high:.2f}")
for name, c in (("diagonal", chi_diag), ("full", chi_full)):
    print(f"  {name}: fraction below {np.mean(c < low):.3f}, "
          f"above {np.mean(c > high):.3f}")
print(f"half-sigma deviation, diagonal chi2 (both shapes): {same_diag:.2f}")
print(f"  full chi2: smooth {full_smooth:.3f}, alternating {full_zigzag:.1f}")
print(f"susceptibility {G @ w_sus:.4f} bohr^2/Hartree; error if independent "
      f"{sus_claim:.5f}, true {sus_true:.5f}")
print(f"effective gap at tau=1: error if independent {gap_claim:.5f}, "
      f"true {gap_true:.5f} Hartree")
print("fit errors: claimed by diagonal fit, true for it, full-covariance fit")
for i, name in enumerate(("amplitude (bohr^2)", "gap (Hartree)")):
    print(f"  {name}: {err_claim[i]:.6f} {err_true[i]:.6f} {err_full[i]:.6f}")
print(f"  scatter of fitted gaps: diagonal {fit_diag[:, 1].std():.6f}, "
      f"full {fit_full[:, 1].std():.6f} Hartree")
for b, r in ranks.items():
    print(f"bins {b}: rank {r} of {p}")
print(f"bins {n_bins}, all {P} times with mirror images: rank {rank_mirror}")
print(f"null direction of 10 bins, std per bin (bohr^2): seen {seen:.1e}, "
      f"true {hidden:.5f}, unused bins {fresh:.5f}")
print("bins, mean T2 (theory), median T2 (sampled), rejection at nominal 5%:")
for b, e, med, rej, mc in t2_rows:
    print(f"  {b}: {e:.2f}, {med:.2f}, theory {rej:.3f}, sampled {mc:.3f}")
print("OK")
```

Output:

```
mass 1.0 m_e, omega 1.0 Hartree, beta 8.0 1/Hartree
slices 32, step 0.25 1/Hartree, distinct times 17
paths 80000, bins 400, paths per bin 200
exact gap of discretized path 0.997414 Hartree
tau (1/Hartree), exact G, sampled G, exact std error (bohr^2):
  0.00 0.496479 0.497581 0.000890
  1.00 0.183515 0.184912 0.000749
  2.00 0.068766 0.069324 0.000684
  4.00 0.018369 0.017256 0.000890
correlation coefficient of errors at tau=1 and tau': exact, from bins
  tau'=1.25 1/Hartree: 0.9755 0.9732
  tau'=2.00 1/Hartree: 0.7496 0.7306
  tau'=3.00 1/Hartree: 0.4219 0.3911
  tau'=4.00 1/Hartree: 0.2807 0.2756
correlation matrix eigenvalues: max 11.419, min 2.390e-03
p^2/Tr(R^2) = 1.954
diagonal chi2: mean 17.04, variance 301.5, predicted variance 295.8
full chi2: mean 17.02, variance 33.4, predicted variance 34
nominal 5% and 95% points of chi2: 8.67, 27.59
  diagonal: fraction below 0.394, above 0.185
  full: fraction below 0.046, above 0.047
half-sigma deviation, diagonal chi2 (both shapes): 4.25
  full chi2: smooth 0.428, alternating 1597.8
susceptibility 1.0000 bohr^2/Hartree; error if independent 0.00151, true 0.00500
effective gap at tau=1: error if independent 0.02590, true 0.00551 Hartree
fit errors: claimed by diagonal fit, true for it, full-covariance fit
  amplitude (bohr^2): 0.000678 0.001018 0.000890
  gap (Hartree): 0.001816 0.004214 0.002003
  scatter of fitted gaps: diagonal 0.004317, full 0.001979 Hartree
bins 10: rank 9 of 17
bins 17: rank 16 of 17
bins 18: rank 17 of 17
bins 400: rank 17 of 17
bins 400, all 32 times with mirror images: rank 17
null direction of 10 bins, std per bin (bohr^2): seen 3.1e-17, true 0.00474, unused bins 0.00470
bins, mean T2 (theory), median T2 (sampled), rejection at nominal 5%:
  20: 323.00, 133.65, theory 0.973, sampled 0.968
  40: 31.57, 28.87, theory 0.529, sampled 0.536
  200: 18.69, 17.72, theory 0.101, sampled 0.102
OK
```
